\section*{Retained-ion profiles under sputter erosion: error-function law and its corrections}

\section{Definitions and conventions}

A uniform ion beam strikes a flat target. The fluence $F$ is the number of incident ions per unit area. The yield $Y$ is the number of target atoms removed per incident ion, counting host atoms and previously implanted atoms alike, but not ions that are reflected on arrival. The atomic density of the target is $n$. Depth $x\ge 0$ is measured inward from the present surface, and $C(x,F)$ is the concentration of implanted atoms. Lengths are in nm and fluences in nm$^{-2}$; $1\ \mathrm{nm^{-2}}=10^{14}\ \mathrm{cm^{-2}}$.

An ion stops at depth $u$ below the surface that exists when it arrives. The range density is Gaussian, with mean $R$ and straggle $\sigma$:
\begin{equation}
f(u)=\frac{1}{\sqrt{2\pi}\,\sigma}\,e^{-(u-R)^2/(2\sigma^2)} .
\end{equation}
The part at $u<0$ stands for reflected ions. The fraction of ions that stop deeper than $x$ is
\begin{equation}
S(x)=\int_x^\infty f(u)\,du=\tfrac12\,\mathrm{erfc}\!\left(\frac{x-R}{\sqrt2\,\sigma}\right),\qquad S'(x)=-f(x),
\end{equation}
so $S(0)$ is the fraction that enters the target.

The basic law assumes that $Y$ and $f$ do not depend on composition or flux, that stopped atoms neither move through the solid nor add volume, and that both kinds of atom are emitted in proportion to their surface fractions. A dilute implant, $Y\gg1$, justifies neglecting the added volume and the effect of composition on $Y$ and $f$. It does not by itself rule out movement of the implanted atoms or preferential emission. Section~\ref{sec:corr} relaxes several of these assumptions.

\section{The profile}

In a dilute implant the atomic density at the surface stays close to $n$, so removing $Y\,dF$ atoms per unit area lowers the surface by $(Y/n)\,dF$. The basic law keeps this recession rate throughout, which gives a total eroded depth $L=YF/n$. Consider an ion that arrived when the fluence was $F'$. Relative to the original surface it stopped at depth $(Y/n)F'+u$. The present surface lies at $(Y/n)F$, so the ion is now at
\begin{equation}
x=u-\frac{Y}{n}(F-F')\quad\Longrightarrow\quad u=x+\frac{Y}{n}(F-F').
\end{equation}
At fixed $F'$, $du=dx$, so the ions that arrived in $dF'$ contribute $f(u)\,dF'$ to the concentration at $x$. Summing over arrivals gives
\begin{equation}
C(x,F)=\int_0^F f\!\left(x+\frac{Y}{n}(F-F')\right)dF' .
\end{equation}
Now take $u$ as the variable. Then $dF'=-(n/Y)\,du$, and the limits $F'=0$ and $F'=F$ become $u=x+L$ and $u=x$. The minus sign reverses the limits:
\begin{equation}
C(x,F)=\frac nY\int_x^{x+L}f(u)\,du=\frac nY\,[S(x)-S(x+L)] .
\label{eq:window}
\end{equation}
This is the Gaussian convolved with a top-hat of width $L$. With $q=(u-R)/(\sqrt2\,\sigma)$ we have $f\,du=\pi^{-1/2}e^{-q^2}dq$, whose integral is $\tfrac12\mathrm{erf}(q)$. Hence
\begin{equation}
\boxed{\,C(x,F)=\frac{n}{2Y}\left[\mathrm{erf}\!\left(\frac{x+L-R}{\sqrt2\,\sigma}\right)-\mathrm{erf}\!\left(\frac{x-R}{\sqrt2\,\sigma}\right)\right]}
\label{eq:main}
\end{equation}
The integration covers only $u\ge x\ge0$, so the reflected tail never enters. Time does not appear either: the surface recedes in step with the fluence, and a varying beam current leaves the result unchanged.

The profile, including its independence of the beam current, was tested with the parameters of Section~\ref{sec:example}. Direct time integration for 14 s, with a flux modulated by $\pm50\,\%$, agreed with Eq.~\eqref{eq:main} at four depths from 0 to 45 nm within $10^{-7}\,n/Y$. Two million random ion histories at each of the fluences 500 and 1000 nm$^{-2}$, sorted into 2 nm bins, deviated by at most $0.0062\,n/Y$.

For $x>R$ the two error functions approach 1 and their difference loses digits. Since $\mathrm{erf}=1-\mathrm{erfc}$, the bracket can be evaluated there as $\mathrm{erfc}[(x-R)/(\sqrt2\sigma)]-\mathrm{erfc}[(x+L-R)/(\sqrt2\sigma)]$.

\section{Limits and maximum}

\paragraph{Little erosion.} For $L\ll\sigma$, expand $f$ about the middle of the window in Eq.~\eqref{eq:window}. The linear term integrates to zero and the quadratic one gives $L^3f''/24$:
\begin{equation}
C\simeq F\left[f\!\left(x+\tfrac L2\right)+\frac{L^2}{24}f''\!\left(x+\tfrac L2\right)\right].
\end{equation}
The leading effect of erosion is a shift of the Gaussian towards the surface by $L/2$. At its centre $f''=-f/\sigma^2$, so the peak is lower than $Ff(R)$ by the relative amount $L^2/(24\sigma^2)$.

\paragraph{Long erosion.} When $L\gg R+\sigma$, $S(x+L)\to0$ and the profile becomes stationary:
\begin{equation}
C_\infty(x)=\frac nY S(x).
\label{eq:steady}
\end{equation}
This form holds for any range density once $S(x+L)$ is negligible compared with $S(x)$, because the Gaussian was not used in Eq.~\eqref{eq:window}. A density with a long tail needs more erosion to reach it than $R$ and $\sigma$ alone suggest.

\paragraph{Sharp range.} For $\sigma\to0$, Eq.~\eqref{eq:window} gives a box of height $n/Y$ between $\max(0,R-L)$ and $R$.

\paragraph{Maximum.} Differentiating Eq.~\eqref{eq:window} gives $\partial C/\partial x=(n/Y)[f(x+L)-f(x)]$. Two distinct points have equal Gaussian density when they lie symmetrically about $R$, that is, when $x+L-R=R-x$. Thus
\begin{equation}
x_m=R-\frac L2,\qquad C(x_m)=\frac nY\,\mathrm{erf}\!\left(\frac{L}{2\sqrt2\,\sigma}\right)\qquad(L<2R).
\end{equation}
For $x<x_m$ the point $x+L$ is nearer to $R$ than $x$ is, so the slope is positive; beyond $x_m$ it is negative. Once $L\ge2R$ the profile falls from the surface inward.

\section{Retained dose}

Let $N(F)=\int_0^\infty C\,dx$ and $M(a)=\int_a^\infty S(x)\,dx$. Shifting the variable in the second term of Eq.~\eqref{eq:window} gives
\begin{equation}
N(F)=\frac nY\,[M(0)-M(L)] .
\end{equation}
To find $M$, insert the definition of $S$ and exchange the integrations. Each $u>a$ is counted over a length $u-a$:
\begin{equation}
M(a)=\int_a^\infty(u-a)f\,du=\int_a^\infty(u-R)f\,du+(R-a)S(a).
\end{equation}
Because $(u-R)f=-\sigma^2f'$, the first integral is $\sigma^2f(a)$, and
\begin{equation}
M(a)=\sigma^2f(a)+(R-a)S(a).
\label{eq:M}
\end{equation}
The saturated dose is $N_\infty=(n/Y)M(0)$, close to $nR/Y$ when $R\gg\sigma$.

The ion balance follows from $M'=-S$ and $dL/dF=Y/n$, which give $dN/dF=S(L)$. Erosion removes implanted atoms at the rate $(Y/n)C(0,F)=S(0)-S(L)$ per incident ion. The two rates add to $S(0)$, the number of ions entering the target per incident ion.

\section{Worked example: gallium beam on silicon}
\label{sec:example}

The parameters represent a 30 keV Ga$^+$ focused beam at normal incidence on silicon. Rough typical values are $R=28$ nm, $\sigma=10$ nm and $Y=2.5$. Here 2.5 is taken as the total yield, gallium included. Quoted milling yields are often inferred from crater depth and then count only the net loss $Y-S(0)$ (Section~\ref{sec:corr}); a crater yield of 2.5 would mean $Y\approx3.5$ and a steady surface fraction of 0.29 instead of the 0.40 found below. The crystal lattice parameter gives $n=49.94\ \mathrm{nm^{-3}}$. A current of 1 nA spread over $10\times10\ \mu\mathrm m^2$ is a flux of $62.4\ \mathrm{nm^{-2}s^{-1}}$, and the recession speed of the basic law is $62.4\times2.5/49.94=3.12$ nm/s; once the volume of the implanted atoms is counted, the crater deepens at only 1.88 nm/s. For a scanned beam, $F$ is the local fluence after whole passes. Each pass should remove much less than the spot diameter, so that the surface under the beam stays nearly flat and the incidence nearly normal.

At $F=500\ \mathrm{nm^{-2}}$,
\begin{equation}
L=\frac{2.5\times500}{49.94}=25.0\ \mathrm{nm},\qquad x_m=28-12.5=15.5\ \mathrm{nm}.
\end{equation}
The four fluences give, with concentrations in nm$^{-3}$:
\begin{center}
\begin{tabular}{rrrrrr}
$F$ (nm$^{-2}$) & $L$ (nm) & $x_m$ (nm) & $C(x_m)$ & $C(0)$ & $N$ (nm$^{-2}$)\\
100 & 5.0 & 25.5 & 3.95 & 0.16 & 99.4\\
500 & 25.0 & 15.5 & 15.8 & 7.6 & 447\\
1000 & 50.1 & 3.0 & 19.7 & 19.7 & 559\\
2000 & 100.1 & 0 & 19.9 & 19.9 & 559
\end{tabular}
\end{center}
In the first row the small-$L$ formula predicts a peak lower than $Ff(R)=3.99\ \mathrm{nm^{-3}}$ by $5.01^2/(24\times10^2)=1.0\,\%$, which gives the tabulated 3.95.

The plateau is $n/Y=49.94/2.5=20.0\ \mathrm{nm^{-3}}$, or $2.0\times10^{22}\ \mathrm{cm^{-3}}$. Atomic fractions from the basic law are taken as $C/n$, with the total density held at $n$. With $S(0)=0.997$ the surface fraction is then $S(0)/Y=0.40$. The dose saturates at $559\ \mathrm{nm^{-2}}=5.59\times10^{16}\ \mathrm{cm^{-2}}$ and reaches 99\,\% of this at $F=8.6\times10^{16}\ \mathrm{cm^{-2}}$. Doubling the fluence from 1000 to 2000 nm$^{-2}$ adds almost no gallium: the retained share of the incident ions falls from 56\,\% to 28\,\%.

A surface fraction of 0.40 is not dilute, so the corrections matter here.

\section{Corrections for a strongly altered target}
\label{sec:corr}

Each correction below is evaluated with the others switched off. Their combined effect need not be the sum.

\subsection{Volume of the implanted atoms}

Let implanted and host atoms occupy the same volume $1/n$, and keep the total yield $Y$ constant. Let $w(x)$ be the distance that material at depth $x$ moves towards the surface per unit fluence. The layer between 0 and $x$ holds a constant number of atoms $nx$. It gains $nw(x)$ from below and $S(0)-S(x)$ from the beam, and loses $Y$:
\begin{equation}
n\,w(x)=Y-S(0)+S(x).
\label{eq:w}
\end{equation}
Conservation of implanted atoms reads $\partial C/\partial F=\partial(wC)/\partial x+f$. Following the material, $dx/dF=-w$, the term $w\,\partial C/\partial x$ cancels. Since $nw'=-f$,
\begin{equation}
\frac{dC}{dF}=f+Cw'=f\left(1-\frac Cn\right).
\end{equation}
Divide by $-n(1-C/n)$ and use $dF=-dx/w$:
\begin{equation}
\frac{d}{dx}\ln\!\left(1-\frac Cn\right)=\frac{f}{nw}=-\frac{w'}{w}=-\frac{d}{dx}\ln w .
\end{equation}
Thus $(1-C/n)\,w$ is constant along the path. Material now at $x$ started at some $x_0$ with $C=0$, so $1-C/n=w(x_0)/w(x)$, and Eq.~\eqref{eq:w} gives
\begin{equation}
\frac{C(x,F)}{n}=\frac{S(x)-S(x_0)}{Y-S(0)+S(x)},\qquad F=\int_x^{x_0}\frac{du}{w(u)} .
\label{eq:vol}
\end{equation}
In practice, tabulate $T(x)=\int_0^x du/w$ and find $x_0$ from $T(x_0)=T(x)+F$. A simulation that counted atoms in layers initially 0.1 nm thick, at $F=500$ and 2000 nm$^{-2}$, agreed with Eq.~\eqref{eq:vol} within 0.0003 in atomic fraction down to 80 nm.

In the steady state $S(x_0)\to0$. The surface fraction is still $S(0)/Y$, but the deep tail exceeds Eq.~\eqref{eq:steady} by the factor $Y/[Y-S(0)]=1.66$. At $x=R$ the gallium fraction is 0.25 instead of 0.20, and the saturated dose rises by 10\,\% to $616\ \mathrm{nm^{-2}}$.

The surface sinks relative to the deep bulk by $w(\infty)F=[Y-S(0)]F/n$, not by $L$. At $F=2000\ \mathrm{nm^{-2}}$ this crater depth is $100.1/1.664=60$ nm. A yield inferred from crater depth must allow for this difference. For $Y\le S(0)$ the deep material no longer approaches the surface, and no steady eroding profile exists; the basic law fails there as well.

\subsection{Collisional mixing}

Describe mixing by a uniform diffusion coefficient per unit flux, $K$, and return to the constant recession $Y/n$. The flux of implanted atoms towards the surface, per incident ion, is $(Y/n)C+KC'$. In the steady state its derivative is $-f$. Integrating from $x$ to infinity, where the flux vanishes, and setting $\lambda=Kn/Y$, we obtain
\begin{equation}
C+\lambda C'=\frac nY S(x).
\end{equation}
No atom diffuses out through the surface, so $C'(0)=0$ and $C(0)=(n/Y)S(0)$. Multiplying by $e^{x/\lambda}/\lambda$ and integrating from 0 gives
\begin{equation}
C(x)=\frac nY\left[S(0)e^{-x/\lambda}+\frac1\lambda\int_0^xe^{-(x-s)/\lambda}S(s)\,ds\right].
\end{equation}
Integration by parts turns the last term into $S(x)-S(0)e^{-x/\lambda}+\int_0^xe^{-(x-s)/\lambda}f(s)\,ds$, so
\begin{equation}
C(x)=\frac nY\left[S(x)+\int_0^xe^{-(x-s)/\lambda}f(s)\,ds\right].
\end{equation}
Integrated over $x$, the exponential contributes $\lambda$ for each $s$. The dose therefore grows by $\lambda S(0)n/Y$.

For an order-of-magnitude estimate, let all 30 keV go into displacements with a 15 eV threshold: $0.8\times30000/(2\times15)=800$ displaced atoms per ion. Spread them over $R+2\sigma=48$ nm and give each a random hop of 1 nm. Then $K=800\times1^2/(6\times49.94\times48)=0.056\ \mathrm{nm^4}$ and $\lambda=1.1$ nm. The concentration at $R$ rises from 10.0 to 10.9 nm$^{-3}$ and the dose by 4\,\%. These are low estimates: only short hops in the cascade are counted, while gallium atoms struck hard by the ion itself travel several nm and add a contribution to $K$ of similar size.

\subsection{Preferential emission}

Let an implanted surface atom be emitted $r$ times as readily as a host atom, and let $c$ be the implanted fraction in the outermost layer, from which atoms are emitted. In the steady state the target emits $S(0)$ implanted atoms and $Y-S(0)$ host atoms per ion. Hence
\begin{equation}
\frac{S(0)}{Y-S(0)}=\frac{rc}{1-c}\quad\Longrightarrow\quad c=\frac{1}{1+r\,[Y/S(0)-1]} .
\end{equation}
For $r=1$ this returns $S(0)/Y=0.40$. The trial values $r=0.5$ and $r=2$ give 0.57 and 0.25. They show the sensitivity and are not data for gallium. Without mixing, only the emitting layer changes: in the steady state the material rising into it must supply $S(0)$ implanted atoms among $Y$ atoms per ion, so the fraction just below stays $S(0)/Y$. Mixing spreads the change over a depth of order $\lambda$.

\subsection{Shape and length of the range}

A range density with the same $R$ and $\sigma$ but a skewness of 0.3 (Pearson type III) changes the steady profile by at most $0.02\,n/Y$. The skewness is a trial value, not data for gallium, and a more strongly skewed range changes the profile more.

Gallium in the target also shortens the range. Classical scattering in the universal screened potential gives nuclear stopping cross-sections at 30 keV of $22.0\ \mathrm{eV\,nm^2}$ per Si atom and $30.0\ \mathrm{eV\,nm^2}$ per Ga atom. The mean gallium fraction from 0 to $R$ in the basic steady profile is 0.343. If the range varies inversely with the mean stopping at fixed atomic density, it shrinks by
\begin{equation}
1-\frac{1}{1+0.343\,(30.0/22.0-1)}\approx11\,\% .
\end{equation}
Since $M(0)$ is close to $R$ here, the saturated dose falls in nearly the same ratio. This estimate counts only the slowing at the initial energy. As the ion slows, the ratio of the two cross-sections falls from 1.37 to about 1.26 at 3 keV, which weakens the effect somewhat. Gallium atoms are heavier than silicon atoms and also deflect the ion more strongly, which reduces the depth it reaches still further: the rule of thumb $1/(1+M_2/3M_1)$ for the ratio of depth to path length, with ion mass $M_1$ and target mass $M_2$, gives 0.88 in silicon and 0.75 in gallium. This outweighs the falling stopping ratio, so 11\,\% is a low estimate. The effect is opposite in sign to the volume correction and at least as large.

\section{Use for real beams}

Gallium milling of silicon breaks the dilute assumption. By the estimates above, the added volume raises the saturated dose by about 10\,\% and the fraction at $R$ by about a quarter of its value, while the shortened range lowers the dose by at least 11\,\%. Mixing raises the dose by 4\,\% or more. All these figures take 2.5 as the total yield. Preferential emission can change the fraction in the outermost layer by a larger share, but without mixing it leaves the profile below that layer unchanged. Thermal diffusion, gallium segregation, roughness, redeposition and the drift of $Y$ with composition are left out and not sized. The beam also makes the near-surface silicon amorphous, whereas $n$ is the crystal value. Equation~\eqref{eq:main} is thus a first estimate for this case. Equation~\eqref{eq:vol} adds the volume effect where the equal-volume and constant-yield assumptions are acceptable, but it should then be combined with the shortened range. In this example the two corrections to the dose have opposite signs, and the range correction is at least as large as the volume correction, so adding the volume effect alone need not improve the estimate. Further digits and intermediate values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
INPUT (rough typical values, 30 keV Ga on Si)
range R = 28.0 nm, straggle = 10.0 nm, yield Y = 2.5
Si atomic density n = 49.94 nm^-3
current = 1.0 nA, square side = 10 um
ion flux = 62.4 nm^-2 s^-1
recession speed = 3.125 nm/s
fraction not reflected S(0) = 0.99744
PROFILES
fluence 1.0e+16 cm^-2: time 1.60 s, L 5.01 nm
  maximum at 25.50 nm, C there 3.948 nm^-3
  C(0) 0.164, C(R) 3.829 nm^-3
  retained 99.4 nm^-2, share 0.9942
fluence 5.0e+16 cm^-2: time 8.01 s, L 25.03 nm
  maximum at 15.48 nm, C there 15.766 nm^-3
  C(0) 7.605, C(R) 9.865 nm^-3
  retained 446.6 nm^-2, share 0.8933
fluence 1.0e+17 cm^-2: time 16.02 s, L 50.06 nm
  maximum at 2.97 nm, C there 19.730 nm^-3
  C(0) 19.651, C(R) 9.988 nm^-3
  retained 558.5 nm^-2, share 0.5585
fluence 2.0e+17 cm^-2: time 32.04 s, L 100.12 nm
  maximum at 0.00 nm, C there 19.925 nm^-3
  C(0) 19.925, C(R) 9.988 nm^-3
  retained 559.5 nm^-2, share 0.2797
SATURATION
n/Y = 19.976 nm^-3 = 1.998e+22 cm^-3
surface C = 19.925 nm^-3, atomic fraction 0.3990
retained dose = 559.5 nm^-2 = 5.595e+16 cm^-2
fluence for 99% of it = 8.629e+16 cm^-2
TEST ERRORS
random histories: 0.0062 of n/Y
layer simulation: 0.00022 in atomic fraction
NEGLECTED EFFECTS (steady state)
volume: fraction at R 0.2497, simple law 0.2000
volume: deep-tail factor 1.664
volume: dose 616.1 nm^-2, ratio 1.101
mixing inputs: threshold 15 eV, hop 1.0 nm
mixing: 800 displaced per ion over 48 nm
mixing: D/flux 0.0556 nm^4, length 1.111 nm
mixing: C(R) 10.863 nm^-3, dose ratio 1.0396
preferential factor 0.5: surface fraction 0.5704
preferential factor 2.0: surface fraction 0.2492
skewness 0.3: largest change 0.0200 of n/Y
nuclear stopping per atom: Si 21.98, Ga 30.01 eV nm^2
mean Ga fraction from 0 to R = 0.3431
estimated range shortening = 11.1 %
\end{verbatim}
